# Warped heavy-hole and light-hole bands from the squared Luttinger Hamiltonian: verification in Python

```python
"""Four-band Luttinger Hamiltonian for holes (hole energy positive).
Result under test, in units of hbar^2/(2 m0):
  E = g1 k^2 -/+ sqrt(4 g2^2 k^4 + 12 (g3^2-g2^2)(kx^2 ky^2+ky^2 kz^2+kz^2 kx^2)),
each value twice; minus = heavy hole (HH), plus = light hole (LH).
g1, g2, g3: Luttinger parameters; k: wave vector in 1/nm; J: spin 3/2.
An independent six-band model (p orbitals x spin, split-off energy delta)
checks the result and sizes what the four-band model leaves out.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.special import ai_zeros

PAIRS = [(0, 1), (1, 2), (2, 0)]

# Spin-3/2 matrices from the ladder operator, order 3/2, 1/2, -1/2, -3/2
j = sp.Rational(3, 2)
m_values = [j - n for n in range(4)]
raise_op = sp.zeros(4, 4)
for n in range(3):
    m = m_values[n + 1]
    raise_op[n, n + 1] = sp.sqrt(j * (j + 1) - m * (m + 1))
J_sym = [(raise_op + raise_op.H) / 2,
         (raise_op - raise_op.H) / (2 * sp.I),
         sp.diag(*m_values)]
J_num = [np.array(a.tolist(), dtype=complex) for a in J_sym]


def luttinger(k, g, J, identity):
    """Hamiltonian from its definition, in units of hbar^2/(2 m0)."""
    g1, g2, g3 = g
    k2 = k[0]**2 + k[1]**2 + k[2]**2
    H = (g1 + 5 * g2 / 2) * k2 * identity
    for i in range(3):
        H = H - 2 * g2 * k[i]**2 * (J[i] @ J[i])
    for a, b in PAIRS:
        H = H - 2 * g3 * k[a] * k[b] * (J[a] @ J[b] + J[b] @ J[a])
    return H


def root_term(k, g):
    """Closed-form square root."""
    k2 = np.dot(k, k)
    products = sum(k[a]**2 * k[b]**2 for a, b in PAIRS)
    return np.sqrt(4 * g[1]**2 * k2**2 + 12 * (g[2]**2 - g[1]**2) * products)


def closed_form(k, g):
    centre, root = g[0] * np.dot(k, k), root_term(k, g)
    return np.array([centre - root, centre + root])


def d_vector(k, g):
    x, y, z = k
    r3 = np.sqrt(3)
    return np.array([-2*r3*g[2]*y*z, -2*r3*g[2]*z*x, -2*r3*g[2]*x*y,
                     -r3*g[1]*(x*x - y*y), -g[1]*(2*z*z - x*x - y*y)])


# Symbolic test: trace and square of the traceless part
kx, ky, kz = sp.symbols("kx ky kz", real=True)
s1, s2, s3 = sp.symbols("g1 g2 g3", real=True)
H_sym = luttinger((kx, ky, kz), (s1, s2, s3), J_sym, sp.eye(4))
k2_sym = kx**2 + ky**2 + kz**2
assert sp.expand(H_sym.trace() - 4 * s1 * k2_sym) == 0
M_sym = (H_sym - s1 * k2_sym * sp.eye(4)).applyfunc(sp.expand)
square = 4*s2**2*k2_sym**2 + 12*(s3**2 - s2**2)*(
    kx**2*ky**2 + ky**2*kz**2 + kz**2*kx**2)
residue = (M_sym * M_sym - square * sp.eye(4)).applyfunc(sp.expand)
assert residue == sp.zeros(4, 4)

# Five gamma matrices: built from J, compared with Pauli products
Jx, Jy, Jz = J_num
r3 = np.sqrt(3)
gammas = [(Jy@Jz + Jz@Jy)/r3, (Jz@Jx + Jx@Jz)/r3, (Jx@Jy + Jy@Jx)/r3,
          (Jx@Jx - Jy@Jy)/r3, Jz@Jz - 1.25*np.eye(4)]
px = np.array([[0, 1], [1, 0]], dtype=complex)
py = np.array([[0, -1j], [1j, 0]])
pz = np.diag([1.0, -1.0]).astype(complex)
one = np.eye(2)
pauli_forms = [np.kron(pz, py), np.kron(pz, px), np.kron(py, one),
               np.kron(px, one), np.kron(pz, pz)]
for a in range(5):
    assert np.allclose(gammas[a], pauli_forms[a], atol=1e-12)
    for b in range(5):
        anti = gammas[a] @ gammas[b] + gammas[b] @ gammas[a]
        assert np.allclose(anti, 2 * (a == b) * np.eye(4), atol=1e-12)

# Six-band model in the basis (x, y, z) x (up, down)
L_ops = [np.zeros((3, 3), dtype=complex) for _ in range(3)]
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    L_ops[a][b, c] = -1j
    L_ops[a][c, b] = 1j
L_dot_S = sum(np.kron(L, s) / 2 for L, s in zip(L_ops, (px, py, pz)))
ls_values, ls_vectors = np.linalg.eigh(L_dot_S)
assert np.allclose(ls_values, [-1, -1, .5, .5, .5, .5])
quartet = ls_vectors[:, 2:]


def orbital_part(k, g):
    k = np.asarray(k, dtype=float)
    A = 6 * g[2] * np.outer(k, k)
    np.fill_diagonal(A, (g[0] - 2*g[1]) * np.dot(k, k) + 6*g[1]*k**2)
    return np.kron(A, one)


def six_band(k, g, scale, delta):
    """HH, LH and split-off hole energies, one of each degenerate pair."""
    H = scale * orbital_part(k, g) + delta * (np.eye(6) - 2*L_dot_S) / 3
    return np.linalg.eigvalsh(H)[::2]


# Random parameters of either sign, random wave vectors
rng = np.random.default_rng(7)
worst = 0.0
for _ in range(300):
    k, g = rng.normal(size=3), rng.normal(size=3) * 3
    expected = np.repeat(closed_form(k, g), 2)
    H = luttinger(k, g, J_num, np.eye(4))
    direct = np.linalg.eigvalsh(H)
    projected = np.linalg.eigvalsh(
        quartet.conj().T @ orbital_part(k, g) @ quartet)
    size = 1 + np.max(np.abs(expected))
    worst = max(worst, np.max(np.abs(direct - expected)) / size,
                np.max(np.abs(projected - expected)) / size)
    expansion = sum(d * G for d, G in zip(d_vector(k, g), gammas))
    assert np.allclose(H - g[0]*np.dot(k, k)*np.eye(4), expansion, atol=1e-9)
assert worst < 1e-10

# Worked example: silicon, rough typical parameters
g = (4.3, 0.34, 1.45)
delta = 44.0            # meV
k_size = 0.2            # 1/nm
direct_gap = 3400.0     # meV, rough
temperature = 300.0     # K
field = 0.5             # MV/cm
b_potential = 2.1       # eV, rough magnitude
strain_difference = 0.01
scale = const.hbar**2 / (2 * const.m_e) / const.e * 1e3 * 1e18  # meV nm^2
kT = const.k * temperature / const.e * 1e3

# Warping bounds from diagonalization over random directions
directions = rng.normal(size=(4000, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
matrices = np.array([luttinger(n, g, J_num, np.eye(4)) for n in directions])
hh_coefficients = np.linalg.eigvalsh(matrices)[:, 0]
low, high = g[0] - 2*g[2], g[0] - 2*g[1]
assert hh_coefficients.min() > low - 1e-10
assert hh_coefficients.max() < high + 1e-10
# finite sampling comes near the extreme axes but does not hit them
assert hh_coefficients.min() < low + 0.03
assert hh_coefficients.max() > high - 0.03

print(f"Si parameters (rough): g1={g[0]}, g2={g[1]}, g3={g[2]}")
print(f"split-off energy (rough) = {delta:.1f} meV")
print(f"hbar^2/(2 m0) = {scale:.4f} meV nm^2")
print(f"k = {k_size} 1/nm, hbar^2 k^2/(2 m0) = {scale*k_size**2:.4f} meV")
print(f"largest relative deviation, 300 random cases = {worst:.1e}")

k = k_size * np.array([1, 2, 2]) / 3
d = scale * d_vector(k, g)
E = scale * closed_form(k, g)
numeric = scale * np.linalg.eigvalsh(luttinger(k, g, J_num, np.eye(4)))
assert np.allclose(numeric, np.repeat(E, 2), atol=1e-9)
print("Direction [122]:")
for index, value in enumerate(d, 1):
    print(f"  d{index} = {value:.4f} meV")
print(f"  |d| = {np.linalg.norm(d):.4f} meV")
print(f"  centre g1 term = {scale*g[0]*k_size**2:.4f} meV")
print(f"  closed form HH, LH = {E[0]:.4f}, {E[1]:.4f} meV")
print("  diagonalization = " + ", ".join(f"{v:.4f}" for v in numeric) + " meV")

axes = {"[001]": (0, 0, 1), "[110]": (1, 1, 0), "[111]": (1, 1, 1)}
for name, axis in axes.items():
    n = np.array(axis) / np.linalg.norm(axis)
    coefficient = closed_form(n, g)
    E4 = scale * k_size**2 * coefficient
    E6 = six_band(k_size * n, g, scale, delta)
    print(f"{name}: |d|/k^2 = {root_term(n, g):.4f} (in hbar^2/2m0)")
    print(f"  masses HH, LH = {1/coefficient[0]:.3f}, "
          f"{1/coefficient[1]:.3f} m0")
    print(f"  four-band HH, LH = {E4[0]:.3f}, {E4[1]:.3f} meV")
    print(f"  six-band  HH, LH = {E6[0]:.3f}, {E6[1]:.3f} meV")
    print(f"  four-band excess HH, LH = {100*(E4[0]/E6[0]-1):.2f}, "
          f"{100*(E4[1]/E6[1]-1):.2f} %")

# Leading split-off shift of the light hole along [111]
n111 = np.ones(3) / np.sqrt(3)
for small_k in (0.025, 0.05):
    shift = (scale * closed_form(small_k*n111, g)[1]
             - six_band(small_k*n111, g, scale, delta)[1])
    leading = 8 * g[2]**2 * (scale*small_k**2)**2 / delta
    # next order is smaller by about energy/delta, below one per cent here
    assert abs(shift / leading - 1) < 0.02
leading = 8 * g[2]**2 * (scale*k_size**2)**2 / delta
print(f"leading LH shift, [111], k={k_size} 1/nm = {leading:.3f} meV")

# Thermal wave vectors along [110]
n110 = np.array([1, 1, 0]) / np.sqrt(2)
print(f"kT at {temperature:.0f} K = {kT:.2f} meV")
for branch, label in enumerate(("HH", "LH")):
    k_thermal = np.sqrt(kT / (scale * closed_form(n110, g)[branch]))
    E6 = six_band(k_thermal * n110, g, scale, delta)[branch]
    print(f"  {label} [110]: four-band energy = kT at k = {k_thermal:.3f} 1/nm,"
          f" six-band {E6:.2f} meV")

E_light = scale * closed_form(k_size*n111, g)[1]
print(f"LH [111] energy / direct gap {direct_gap/1e3:.1f} eV (rough) = "
      f"{100*E_light/direct_gap:.2f} %")

# Triangular channel well with a hard wall, grid solution against Airy zero
force = field * 1e8 * 1e-9 * 1e3   # meV/nm
step = 0.01
z = step * np.arange(1, 2500)
levels = []
for coefficient in closed_form(np.array([0, 0, 1.0]), g):
    kinetic = scale * coefficient
    level = eigh_tridiagonal(2*kinetic/step**2 + force*z,
                             np.full(len(z)-1, -kinetic/step**2),
                             select="i", select_range=(0, 0))[0][0]
    airy = -ai_zeros(1)[0][0] * (kinetic * force**2)**(1/3)
    assert abs(level / airy - 1) < 1e-3  # grid error of order step^2
    levels.append(level)
print(f"channel field = {field} MV/cm")
print(f"  lowest well level HH, LH = {levels[0]:.1f}, {levels[1]:.1f} meV")
print(f"  HH-LH confinement splitting = {levels[1]-levels[0]:.1f} meV")

# Band-edge splitting by tetragonal strain
strain = strain_difference * np.array([-1/3, -1/3, 2/3])
H_strain = 1e3 * b_potential * sum(
    e * (a @ a - 1.25*np.eye(4)) for e, a in zip(strain, J_num))
edge = np.linalg.eigvalsh(H_strain)
assert np.isclose(edge[0], edge[1]) and np.isclose(edge[2], edge[3])
assert np.isclose(edge[3]-edge[0], 2e3*b_potential*strain_difference)
print(f"strain e_zz-e_xx = {100*strain_difference:.1f} %, "
      f"|b| = {b_potential} eV (rough)")
print(f"  band-edge splitting = {edge[3]-edge[0]:.1f} meV")

print("checks complete")
```

Running it gives:

```
Si parameters (rough): g1=4.3, g2=0.34, g3=1.45
split-off energy (rough) = 44.0 meV
hbar^2/(2 m0) = 38.0998 meV nm^2
k = 0.2 1/nm, hbar^2 k^2/(2 m0) = 1.5240 meV
largest relative deviation, 300 random cases = 2.4e-15
Direction [122]:
  d1 = -3.4022 meV
  d2 = -1.7011 meV
  d3 = -1.7011 meV
  d4 = 0.2992 meV
  d5 = -0.1727 meV
  |d| = 4.1811 meV
  centre g1 term = 6.5532 meV
  closed form HH, LH = 2.3721, 10.7343 meV
  diagonalization = 2.3721, 2.3721, 10.7343, 10.7343 meV
[001]: |d|/k^2 = 0.6800 (in hbar^2/2m0)
  masses HH, LH = 0.276, 0.201 m0
  four-band HH, LH = 5.517, 7.589 meV
  six-band  HH, LH = 5.517, 7.540 meV
  four-band excess HH, LH = -0.00, 0.66 %
[110]: |d|/k^2 = 2.5344 (in hbar^2/2m0)
  masses HH, LH = 0.566, 0.146 m0
  four-band HH, LH = 2.691, 10.416 meV
  six-band  HH, LH = 2.491, 9.920 meV
  four-band excess HH, LH = 8.00, 5.00 %
[111]: |d|/k^2 = 2.9000 (in hbar^2/2m0)
  masses HH, LH = 0.714, 0.139 m0
  four-band HH, LH = 2.134, 10.973 meV
  six-band  HH, LH = 2.134, 10.009 meV
  four-band excess HH, LH = 0.00, 9.63 %
leading LH shift, [111], k=0.2 1/nm = 0.888 meV
kT at 300 K = 25.85 meV
  HH [110]: four-band energy = kT at k = 0.620 1/nm, six-band 14.02 meV
  LH [110]: four-band energy = kT at k = 0.315 1/nm, six-band 22.73 meV
LH [111] energy / direct gap 3.4 eV (rough) = 0.32 %
channel field = 0.5 MV/cm
  lowest well level HH, LH = 164.0, 182.3 meV
  HH-LH confinement splitting = 18.4 meV
strain e_zz-e_xx = 1.0 %, |b| = 2.1 eV (rough)
  band-edge splitting = 42.0 meV
checks complete
```
